# Why the bulk energy zero is not the vacuum level

**Q.** I have estimated the Fermi level of a simple metal in the atomic-sphere approximation (ASA) and got $E_F=-2.24$ eV. Each sphere is neutral, so its electrostatic potential vanishes at the sphere boundary and stays zero outside. The zero is therefore the vacuum level, and the work function must be 2.24 eV. A separate surface calculation looks unnecessary.

**A.** What went into the estimate? The answer depends on what was fixed by physics and what by choice.

**Q.** A model bcc metal with one valence electron per atom, $Z=1$, and sphere radius $S=4$ bohr. The sphere has the volume of the cell, $\Omega=4\pi S^3/3=268.08$ bohr³. The ion is an empty-core pseudopotential: an electron feels $0$ for $r<R_c$ and $-Z/r$ outside, with $R_c=1.7$ bohr. I took the valence electrons as uniform, with density $n_0=Z/\Omega$. I use hartree atomic units and quote results in eV; $v$ is the electrostatic potential energy of an electron, ionic plus Hartree.

Inside the sphere, the electrons within radius $r$ number $Zr^3/S^3$. They repel a further electron, so $dv_H/dr=-Zr/S^3$. With $v_H(S)=Z/S$, integration inward gives

$$v_H(r)=\frac ZS+\frac{Z(S^2-r^2)}{2S^3}=\frac{Z}{2S}\left(3-\frac{r^2}{S^2}\right).$$

At $r=S$ the ion contributes $-Z/S$, and the sum is zero.

**A.** That is correct for one isolated sphere. Now find the mean of this potential over the sphere. It will let us compare different zeros.

**Q.** The ionic part is

$$-\frac{Z}{\Omega}\int_{R_c}^{S}\frac{4\pi r^2}{r}\,dr=-\frac{2\pi Z}{\Omega}(S^2-R_c^2).$$

For the Hartree part I need $\langle r^2\rangle=3S^2/5$, which gives $\frac{Z}{2S}\left(3-\frac35\right)=\frac{6Z}{5S}$. Since $2\pi Z/\Omega=3Z/(2S^3)$, this equals $\frac{2\pi Z}{\Omega}\cdot\frac{4S^2}{5}$. Adding the two,

$$\bar v_{\rm ASA}=\frac{2\pi Z}{\Omega}\left(R_c^2-\frac{S^2}{5}\right).$$

The bracket is $2.89-3.20=-0.31$ bohr², so the mean is $-0.198$ eV.

The Fermi level then follows to first order in the lattice potential. A plane wave has uniform density, so its expectation value of $v$ is the mean $\bar v$. Hence

$$E_F=\bar v+\frac{k_F^2}{2}+v_{xc}(n_0),\qquad k_F=(3\pi^2n_0)^{1/3}.$$

With the local density approximation (LDA) and Perdew-Wang correlation, the numbers are $-0.198+3.132-5.176=-2.242$ eV.

**A.** The estimate is sound at its order. The nearest Bragg plane lies at $\pi/d=0.547$ bohr⁻¹, where $d=5.7445$ bohr is the (110) layer spacing, while $k_F=0.480$ bohr⁻¹, so the free-electron Fermi sphere does not reach it. To see what first order neglects, one can solve the ASA radial equation for the band bottom, an $s$ state with zero slope at $S$. An expansion in spherical Bessel functions gives $-5.524$ eV, against the first-order $-0.198-5.176=-5.374$ eV. The correction at the band bottom is thus $0.15$ eV downward; we have not calculated it at $E_F$.

But what in the infinite crystal tells you that zero means vacuum?

**Q.** Poisson's equation determines the potential from the charge.

**A.** Write it in Fourier components. For charge density $\rho$ and electrostatic potential $\phi=-v$,

$$\nabla^2\phi=-4\pi\rho\quad\Longrightarrow\quad G^2\phi_{\mathbf G}=4\pi\rho_{\mathbf G}.$$

For $\mathbf G\neq0$ we may divide by $G^2$. For $\mathbf G=0$ the left side is zero, and so is the right side, because the cell is neutral. The equation reads $0=0$ and leaves $\phi_0$, the mean potential, free. An infinite crystal has no outside region where a boundary condition could fix it.

**Q.** Then the total energy would be arbitrary too, and it plainly is not.

**A.** The constant cancels there. Take point nuclei and write $E=T+E_{xc}+U$. The kinetic energy is obtained from the eigenvalues as

$$T=\sum_i\varepsilon_i-\int n\,v_{\rm eff}\,d^3r.$$

If $v_{\rm eff}\to v_{\rm eff}+C$, each eigenvalue rises by $C$. With $N$ electrons the sum gains $NC$, the integral also gains $NC$, and $T$ is unchanged. The electrostatic energy is $U=\frac12\int\rho\,\phi\,d^3r$ with the nuclear self-energies removed. Under $\phi\to\phi-C$ it changes by $-\frac C2\int\rho\,d^3r=0$ by neutrality. $E_{xc}$ depends on the density, which has not changed. A correct total energy therefore says nothing about where vacuum lies.

**Q.** So other codes could report a different $E_F$ for my metal?

**A.** Yes, from the same density. Suppose the mean electrostatic potential is set to zero, as when the $\mathbf G=0$ term is dropped. Then $E_F=3.132-5.176=-2.044$ eV.

A muffin-tin calculation may instead put zero at the interstitial mean of the full potential, exchange-correlation included. Touching spheres have radius $R=\sqrt3\,a/4=3.518$ bohr for lattice constant $a=8.124$ bohr. I approximate the interstitial region by the shell $R<r<S$ of your atomic sphere. It has the same volume but not the same shape, which causes an error of the order of 0.1 eV in the position of this zero. The shell averages are

$$\left\langle\frac1r\right\rangle=\frac32\,\frac{S^2-R^2}{S^3-R^3},\qquad
\langle r^2\rangle=\frac35\,\frac{S^5-R^5}{S^3-R^3},$$

and the electrostatic mean measured from the ASA zero is

$$\bar v_{\rm int}=-Z\left\langle\frac1r\right\rangle+\frac{3Z}{2S}-\frac{Z\langle r^2\rangle}{2S^3}=-0.049\ \text{eV}.$$

The full interstitial mean is $-0.049-5.176=-5.225$ eV. From this zero the Fermi level is $-2.242+5.225=2.98$ eV.

**Q.** Positive? My rule would give a work function of $-2.98$ eV, and the electrons would leave the metal.

**A.** They do not leave. The number says that the Fermi level is about 3 eV above the interstitial potential, which is close to the free-electron band width of 3.13 eV. It contains no comparison with the outside. Your negative value contains none either; it merely has a sign that does not raise suspicion.

What the three calculations share is the distance from the Fermi level to the mean electrostatic potential,

$$\bar\mu\equiv E_F-\bar v .$$

In your ASA convention it is $-2.242+0.198=-2.044$ eV. In the zero-mean convention it is $-2.044$ eV directly. From the muffin-tin zero, the mean electrostatic potential lies at $-0.198+5.225=5.027$ eV, and $2.984-5.027$ is again $-2.04$ eV. This is the quantity the bulk calculation can supply.

**Q.** I still think the ASA zero is special. I can build a finite crystal from my neutral spheres. Each has zero potential outside, so their sum has zero potential in the vacuum.

**A.** That sum is a legitimate finite object, and its interior mean potential, measured from vacuum, is indeed $-0.198$ eV: each sphere contributes $\int v\,d^3r$, and there is one sphere per volume $\Omega$. But space-filling spheres overlap in some places and leave gaps in others. Their superposed electron density is not the uniform density you started from. And a real face has no reason to end as a pile of such spheres.

Keep the electrons uniform, then, and cut the crystal into whole atomic layers. Let $d$ be the layer spacing and $A$ the area per atom in a layer, so $Ad=\Omega$. We average parallel to the layers.

**Q.** What does a layer of empty-core ions look like after that average?

**A.** Set $\sigma=Z/A$ and integrate over a disk of large radius $P$. At height $z$ above the layer, an ion at lateral distance $s$ is at distance $r=\sqrt{s^2+z^2}$ and contributes if $r>R_c$. Since $s\,ds=r\,dr$,

$$-\sigma\int\frac{2\pi s\,ds}{r}=-2\pi\sigma\int_{\max(|z|,R_c)}^{\sqrt{P^2+z^2}}dr
=-2\pi\sigma\left[\sqrt{P^2+z^2}-\max(|z|,R_c)\right].$$

A sheet of electrons gives the same expression with opposite sign and $R_c=0$. In a neutral layer the large terms cancel as $P\to\infty$. One layer of ions with its uniform electrons in $-d/2<z<d/2$ therefore has the potential

$$w(z)=2\pi\sigma\left[\max(|z|,R_c)-\frac1d\int_{-d/2}^{d/2}|z-z'|\,dz'\right].$$

For $|z|>d/2$ the integral divided by $d$ is $|z|$. If $R_c<d/2$, then $w=0$ there, so each layer is as well behaved as your sphere. For $|z|<d/2$,

$$\frac1d\int_{-d/2}^{d/2}|z-z'|\,dz'=\frac1{2d}\left[\left(\tfrac d2+z\right)^2+\left(\tfrac d2-z\right)^2\right]=\frac d4+\frac{z^2}{d}.$$

Now average $w$ over the layer. The two integrals are

$$\int_{-d/2}^{d/2}\max(|z|,R_c)\,dz=2R_c^2+\left(\frac{d^2}{4}-R_c^2\right)=R_c^2+\frac{d^2}{4},$$

$$\int_{-d/2}^{d/2}\left(\frac d4+\frac{z^2}{d}\right)dz=\frac{d^2}{4}+\frac{d^2}{12}.$$

Subtracting them, dividing by $d$ and using $\sigma/d=Z/\Omega$,

$$\bar v_{\rm slab}=\frac{2\pi Z}{\Omega}\left(R_c^2-\frac{d^2}{12}\right).$$

**Q.** This is my formula with $S^2/5$ replaced by $d^2/12$. But $d$ depends on the face.

**A.** For (110), $d=a/\sqrt2=5.7445$ bohr and the interior mean is $+0.089$ eV from vacuum. For (100), $d=a/2=4.062$ bohr and it is $+0.966$ eV. Both spacings satisfy $R_c<d/2$. The ions and the electron density deep inside are the same in the two slabs, yet their mean potentials differ by $0.88$ eV. With your sphere value of $-0.198$ eV we have three different constants.

The terms $S^2/5$ and $d^2/12$ are the same quantity, the mean square distance $\langle z^2\rangle$ of the electrons of one neutral block from its central plane: $\langle z^2\rangle=\langle r^2\rangle/3=S^2/5$ for the sphere, and $\langle z^2\rangle=d^2/12$ for the layer. The interior mean remembers the shape of the neutral blocks from which the finite crystal was assembled, while the interior density, identical in the two slabs, does not.

**Q.** How can the far surface matter deep inside? I would expect its influence to die away.

**A.** The electric field of a neutral, laterally uniform surface region dies away. The potential step across it does not. Suppose the electron density changes by $\delta n(z)$ near a surface whose vacuum is at large $z$. The change of an electron's potential energy obeys $\Delta v''=-4\pi\,\delta n$. In the vacuum of a neutral symmetric slab, both $\Delta v$ and $\Delta v'$ vanish. Integrating inward once, and then again,

$$\Delta v'(z)=4\pi\int_z^\infty\delta n(z')\,dz',$$

$$\Delta v(z)=-\int_z^\infty\Delta v'(z')\,dz'=-4\pi\int_z^\infty(z'-z)\,\delta n(z')\,dz'.$$

In the last step the order of integration was exchanged: the charge at $z'$ is counted over a length $z'-z$. If the total $\delta n$ of the surface region is zero, the term with $z$ drops out for $z$ deep inside, and a constant $-4\pi\int z'\delta n\,dz'$ remains. Electrons that move outward make the integral positive, so they lower the interior potential energy. That is the surface dipole.

**Q.** Perhaps the relaxation restores a common value. The electrons might spill out by just the amount needed to make all faces equal.

**A.** That can be decided by letting them relax. Keep the laterally averaged ions fixed and solve the Kohn-Sham equations in $z$. A state with energy $\varepsilon_i$ carries free motion parallel to the surface, with total energy $\varepsilon_i+k_\parallel^2/2$. Including spin, it holds per unit area

$$\frac{2}{(2\pi)^2}\,\pi k_{\parallel,\max}^2=\frac{2\pi\cdot2(E_F-\varepsilon_i)}{4\pi^2}=\frac{E_F-\varepsilon_i}{\pi}$$

electrons, and neutrality fixes $E_F$. I solved the equations by finite differences, iterated to self-consistency. The vacuum potential is zero on both sides, so here the work function really is $-E_F$:

$$W=V_{\rm vac}-E_F=-\bar v-\bar\mu .$$

The interior mean $\bar v$ is taken over two whole layer periods at the centre. For slabs about 69 bohr thick, in eV:

| Face | unrelaxed $\bar v$ | shift | relaxed $\bar v$ | $\bar\mu$ | $W$ |
|---|---|---|---|---|---|
| (110) | 0.089 | −0.948 | −0.858 | −2.067 | 2.925 |
| (100) | 0.966 | −1.588 | −0.623 | −2.064 | 2.687 |

For (110) the last column is $0.858+2.067=2.925$ eV. For (100) it is $0.623+2.064=2.687$ eV.

**Q.** So the relaxation reduces the difference in $\bar v$ from 0.88 eV to about 0.24 eV, but does not remove it. Could the rest come from the finite thickness?

**A.** Slabs of about 85 bohr give $W=2.904$ eV for (110) and $2.666$ eV for (100). Each value moves by about $0.02$ eV, while the difference between faces stays at $0.24$ eV. The average over the two thicknesses is 2.91 eV for (110) and 2.68 eV for (100).

The columns also show where the difference sits. The bulk part $\bar\mu$ agrees between the faces within a few thousandths of an eV, and lies about $0.02$ eV from your first-order value of $-2.044$ eV. That closeness does not test your value for the full crystal: the averaged ions leave out the variation of the potential parallel to the layers, which also shifts $\bar\mu$. The difference in $W$ is carried by $\bar v$, which is the part that needs a surface.

**Q.** My 2.24 eV is then too low by 0.67 eV for one face and 0.43 eV for the other, relative to these slab results. And the muffin-tin number, 2.98 eV, is close to the (110) work function. Is that a better estimate?

**A.** No. It is the height of $E_F$ above the interstitial mean, whereas $W$ is the depth of $E_F$ below vacuum. Nothing in its derivation refers to a face, so it could not reproduce two work functions. The closeness of the magnitudes is an accident of these parameters. Take $R_c$ as an example: in the first-order formula $\bar v$ varies as $R_c^2$ while $\bar v_{\rm int}$ does not contain $R_c$ at all, as long as $R_c<R$. The muffin-tin number, $k_F^2/2+\bar v_{\rm ASA}-\bar v_{\rm int}$, therefore contains $+2\pi ZR_c^2/\Omega$, whereas the unrelaxed slab value of $W=-\bar v_{\rm slab}-\bar\mu$ contains the same term with a minus sign. Before relaxation, a change of core radius moves the two in opposite directions.

**Q.** One thing still troubles me. A single crystal with both kinds of face has one Fermi level. If the work functions differ, it must have two vacuum levels.

**A.** It does, if "vacuum level" means the potential just outside a face, at a distance large compared with atomic spacings and small compared with the width of the face. Subtracting $W=V_{\rm vac}-E_F$ for the two faces gives

$$V_{\rm vac}^{(110)}-V_{\rm vac}^{(100)}=W_{110}-W_{100}\approx0.24\ \text{eV}.$$

An electron carried outside from one face to the other must therefore cross an electric field in the vacuum. No energy is gained on a closed path: the work done outside balances the difference between the two surface steps. Far from the whole crystal the potential tends to a single value, but that is not the level which defines the work function of a face.

**Q.** Then how should I use my bulk calculation?

**A.** Take from it $\bar\mu=E_F-\bar v$, with both terms measured from the same zero and $\bar v$ defined as the mean of the same electrostatic potential. Then calculate a slab with the face you want, and read $\bar v$ in its interior relative to its vacuum. The two combine to $W=-\bar v-\bar\mu$. Alternatively, take $-E_F$ directly from the slab when its vacuum potential is zero; comparing $E_F-\bar v$ in the slab with the bulk $\bar\mu$ is then a useful check on the slab interior. Agreement is necessary for a bulk-like interior, but does not prove it.

If the ions relax, or atoms are adsorbed, the surface step changes and the slab must be calculated again, even though the bulk $\bar\mu$ stays as it was. Our numbers leave out such ionic relaxation, as well as the variation of the potential parallel to the surface, and they carry the errors of the LDA. They describe this model metal, not a measured one.

**Q.** So my $-2.24$ eV was a correct position of the Fermi level, measured from a level that no face of the crystal has outside it.

**A.** To first order in the lattice potential, and for the two faces we calculated, yes. The vacuum level lies 0.67 eV above the ASA zero for (110) and 0.43 eV above it for (100), when the bulk Fermi levels are aligned.
